# Newton Iteration for a Gated Monolayer Contact with Quantum Capacitance

Solve the electrostatics of a gated monolayer contact by alternating between "charge from potential" and "potential from charge", and the iteration can fail however good the starting guess. In the example below the channel potential jumps between about $+1$ V and $-74$ V indefinitely, while the solution lies at $-10$ mV. The monolayer's charge responds to potential far more strongly than the gate dielectric does, and the alternating scheme ignores that response. Newton's method includes it through one diagonal term, the quantum capacitance. For the electron-only model treated here it then needs no damping from any start.

## Model and signs

A metal occupies $x\le0$, $y\ge0$ and contacts a monolayer in the plane $y=0$. The bare channel is $x>0$. A gate lies at $y=-t_{ox}$ under an oxide, and a dielectric of thickness $t_{up}$ covers the channel. The metal and the monolayer are in equilibrium and share one Fermi level $E_F$; the gate, insulated from them, has its own.

On the sheet let $\phi=(E_F-E_C)/e$, where $E_C$ is the conduction-band edge. Raising the electrostatic potential lowers $E_C$, so $\phi$ is that potential up to a constant, and it is continued as such into the dielectrics. The metal holds $\phi=-\Phi_B$, with $\Phi_B$ the Schottky barrier in volts. The gate holds $\phi=V_g$, an overdrive that absorbs the work-function offset. No flux crosses the outer boundaries. Holes, doping, traps and exchange are omitted.

For a parabolic band of mass $m$ and degeneracy $g$, the number of states per area below energy $E$ is $g\,\pi k^2/(2\pi)^2=gmE/(2\pi\hbar^2)$, since $k^2=2mE/\hbar^2$. Its derivative is the constant density of states $D=gm/(2\pi\hbar^2)$. With energies in eV and $V_T=k_BT/e$,

$$n=D\int_0^\infty\frac{dE}{1+e^{(E-\phi)/V_T}}
=D\Big[-V_T\ln\!\big(1+e^{(\phi-E)/V_T}\big)\Big]_0^\infty
=DV_T\ln(1+e^{\phi/V_T}).$$

Differentiation gives the quantum capacitance and its slope:

$$C_q=\frac{dn}{d\phi}=Ds,\qquad s=\frac1{1+e^{-\phi/V_T}},\qquad \frac{dC_q}{d\phi}=\frac{C_q(1-s)}{V_T}>0.$$

Permittivities and capacitances in the equations are divided by $e$, so charge is counted in electrons; multiplying by $e$ restores the usual units. The sheet charge is $-n$. Gauss's law, with displacement $-\varepsilon\,\partial_y\phi$, gives

$$\varepsilon_{ox}\partial_y\phi(0^-)-\varepsilon_{up}\partial_y\phi(0^+)=-n .$$

Far from the metal the upper field vanishes and $\partial_y\phi(0^-)=-(V_g-\phi)/t_{ox}$. Hence $C_{ox}(V_g-\phi)=n(\phi)$, with $C_{ox}=\varepsilon_{ox}/t_{ox}$.

## Discrete equations

Give each grid node a cell. The conductance between neighbours is $G_{ij}=\varepsilon\times$ (face length)/(distance), summed over the two materials if the face crosses an interface. The flux leaving cell $i$ equals its charge:

$$\sum_jG_{ij}(\phi_i-\phi_j)=-w_in(\phi_i)\ \text{on the sheet},\qquad =0\ \text{elsewhere},$$

where $w_i$ is the cell width along $x$. Terms with fixed metal or gate potentials move to the right-hand side. With $b$ marking charge-free nodes and $s$ sheet nodes,

$$A_{bb}\phi_b+A_{bs}\phi_s=r_b,\qquad A_{sb}\phi_b+A_{ss}\phi_s+wn(\phi_s)=r_s .$$

Substituting $\phi_b=A_{bb}^{-1}(r_b-A_{bs}\phi_s)$ into the second equation and dropping the index on $\phi_s$ gives

$$F(\phi)=S\phi+wn(\phi)-b=0,$$
$$S=A_{ss}-A_{sb}A_{bb}^{-1}A_{bs},\qquad b=r_s-A_{sb}A_{bb}^{-1}r_b .$$

Three properties of $S$ carry the convergence proof.

**Positive definiteness.** $\phi^TA\phi$ is a sum of terms $G_{ij}(\phi_i-\phi_j)^2$ and $G\phi_i^2$ for links to fixed nodes, so $A$ is positive definite. Minimizing this energy over $\phi_b$ gives $\phi^TS\phi$, so $S$ is too.

**Signs.** A symmetric positive definite matrix $J$ with nonpositive off-diagonal entries has $J^{-1}\ge0$ entrywise. To see this, suppose $Jy\ge0$ and split $y=y^+-y^-$ into positive and negative parts. Then
$$0\le (y^-)^TJy=(y^-)^TJy^+-(y^-)^TJy^- .$$
The first term on the right is nonpositive because $y^+$ and $y^-$ have disjoint supports. Hence $y^-=0$. Applied to $A_{bb}$, this makes $A_{sb}A_{bb}^{-1}A_{bs}\ge0$, so $S$ also has nonpositive off-diagonal entries.

**Row sums.** Let $d=A\mathbf 1\ge0$ collect the conductances to fixed nodes. Since $A_{bs}\mathbf1=d_b-A_{bb}\mathbf1$,
$$S\mathbf1=A_{ss}\mathbf1+A_{sb}\mathbf1-A_{sb}A_{bb}^{-1}d_b=d_s-A_{sb}A_{bb}^{-1}d_b\ge0 .$$

The solution $\phi^*$ exists and is unique: $F$ is the gradient of $\Phi=\tfrac12\phi^TS\phi-b^T\phi+\sum_iw_i\int_{-\infty}^{\phi_i}n$, which is strictly convex and grows without bound in every direction.

## The scheme

Linearizing $F$ gives $J=S+\mathrm{diag}(wC_q)$. Quantum capacitance enters on the sheet diagonal because the local density depends on the local potential alone.

```
build A, fixed-potential loads, sheet widths w
factor A_bb; form S and b
phi = solve(S, b)                 # charge-free start
repeat up to a step limit:
    u   = phi / VT
    n   = D*VT*(max(u,0) + log1p(exp(-abs(u))))
    Cq  = D*logistic(u)           # overflow-safe form
    F   = S*phi + w*n - b
    dphi = solve(S + diag(w*Cq), F)
    phi = phi - dphi
    if max(abs(dphi)) < tolerance: return phi
report failure
```

The rewritten logarithm avoids overflow at large positive $u$. If $C_q$ underflows to zero at large negative $u$, the Jacobian becomes $S$, which is still invertible.

**Cost.** Forming $S$ takes one sparse factorization and one back-substitution per sheet node. Each Newton step then factors a dense matrix, about $N_s^3/3$ multiplications; for the 200 sheet nodes used here that is about $2.7$ million. For many sheet nodes, keep the sparse full matrix and add $wC_q$ to its sheet diagonal, at the price of a sparse factorization per step. In exact arithmetic both versions give the same sheet iterates from the same sheet start, because the eliminated equations are linear. On the 18,379 free nodes of the example, a full-grid Newton solution agreed with the reduced one within the asserted $10^{-8}$ V.

## Why no damping is needed

Each component of $n$ is convex, so for any two potentials
$$F(\psi)\ge F(\phi_k)+J_k(\psi-\phi_k).$$

Set $\psi=\phi_{k+1}$. The right side vanishes by the definition of the Newton step, so $F(\phi_{k+1})\ge0$. Next set $\psi=\phi^*$, where the left side is zero, and multiply by $J_k^{-1}\ge0$:
$$0\ge J_k^{-1}F(\phi_k)+\phi^*-\phi_k=\phi^*-\phi_{k+1}.$$

Every iterate after the start therefore lies on or above the solution. From then on $F\ge0$, so $\phi_{k+1}-\phi_k=-J_k^{-1}F(\phi_k)\le0$. The sequence decreases and is bounded below, hence converges. Its limit solves the problem because $F(\phi_k)=J_k(\phi_k-\phi_{k+1})\to0$ with $J_k$ bounded.

For the speed, write $e_k=\phi_k-\phi^*$ and expand about $\phi_k$:
$$0=F(\phi^*)=F(\phi_k)-J_ke_k+\tfrac12wC_q'(\xi)e_k^2 .$$
Since $J_ke_{k+1}=J_ke_k-F(\phi_k)$,
$$e_{k+1}=\tfrac12J_k^{-1}\big[wC_q'(\xi)e_k^2\big].$$

When $e_k\ge0$, each $\xi$ lies between $\phi^*$ and $\phi_k$, so $C_q'(\xi)\le C_q(\xi)/V_T\le C_q(\phi_k)/V_T$. The row sums give $J_k\mathbf1=S\mathbf1+wC_q\ge wC_q$, hence $J_k^{-1}wC_q\le\mathbf1$. Therefore

$$\|e_{k+1}\|_\infty\le\frac{\|e_k\|_\infty^2}{2V_T}.$$

The bound contains no mesh size. It applies from the charge-free start, since $S(\phi_0-\phi^*)=wn(\phi^*)\ge0$ puts that start above the solution. From a start below the solution it applies after one step. For errors above $2V_T$ the bound promises no reduction, and the monotonicity argument takes over.

## Why the fixed-point map fails

Dropping $C_q$ from the Jacobian gives
$$\phi-S^{-1}F(\phi)=S^{-1}[b-wn(\phi)]\equiv T(\phi),$$
which is the alternating scheme. Near the solution its errors obey $\delta_{k+1}=-S^{-1}Q\delta_k$ with $Q=\mathrm{diag}(wC_q)$. The eigenvalues $\mu$ of $S^{-1}Q$ are positive; call the largest $\rho$. If $\rho>1$ the solution repels.

To estimate $\rho$, use $\mu=v^TQv/v^TSv$. The denominator is a field energy and is at least the part from vertical fields in the oxide under the channel. In each column that part is at least $C_{ox}w_iv_i^2$, by the Cauchy–Schwarz inequality. Hence $\rho\le\max C_q/C_{ox}$. A long uniform channel approaches this ratio, because a slowly varying $v$ has little lateral field energy.

Repulsion does not mean that the potential runs to infinity. $T$ reverses order, so $T^2$ preserves it, and $T(\phi)\le\phi_0=S^{-1}b$ because $n\ge0$. Starting at $\phi_0$, the even iterates decrease and stay above $T(\phi_0)$, so they converge. Their limit cannot be $\phi^*$ when $\rho>1$. The sheet nodes are all coupled, so $S^{-1}Q$ has strictly positive entries and a positive left eigenvector $\ell$ for $\rho$. The even errors remain positive, and near $\phi^*$ the quantity $\ell^Te$ is multiplied by $\rho^2$ up to second-order terms, so it grows. The limit is thus a point of a two-cycle.

**Damping.** Replacing $T$ by $(1-\alpha)\phi+\alpha T(\phi)$ changes the error factors to $1-\alpha(1+\mu)$, so local convergence requires $\alpha<2/(1+\rho)$. For a global guarantee put $L=D/C_{ox}$. Since $C_q\le D$, the Hessian of $\Phi$ is at most $(1+L)S$. The step $p=-\alpha S^{-1}F$ satisfies $F^Tp=-p^TSp/\alpha$, so
$$\Phi(\phi+p)-\Phi(\phi)\le-\Big(\frac1\alpha-\frac{1+L}2\Big)p^TSp .$$
The energy falls at every step if $\alpha<2/(1+L)$. As $\Phi$ is bounded below, $p\to0$ and so $F\to0$, at a linear rate.

**Part of the capacitance.** With $\theta C_q$ in the Jacobian, a mode's error factor is
$$1-\frac{1+\mu}{1+\theta\mu}=-\frac{(1-\theta)\mu}{1+\theta\mu}.$$
It vanishes for $\theta=1$. For any other $\theta\ge\tfrac12$ its magnitude is below one, but convergence is linear and this guarantee is local.

## Worked example

Take $m=0.5m_0$, $g=4$, $\Phi_B=0.3$ V, $V_g=1$ V and 300 K. Both dielectrics are 20 nm thick, with relative permittivity 20 below and 10 above. The channel is 160 nm long. The density of states is $4.18\times10^{14}$ /(eV cm²), or $e^2D=66.9$ μF/cm², and $C_{ox}=0.885$ μF/cm², so $L=75.6$.

Far from the metal $\phi=-10.1$ mV. The oxide drops 1.01 V, giving $0.885\times1.01=0.894$ μC/cm², or $5.58\times10^{12}$ electrons/cm². There $s=0.404$, so $C_q=27.0$ μF/cm² and $C_q/C_{ox}=30.5$. The computed $\rho$ is 29.5, just below this bound, and a small perturbation along its mode was multiplied by $-29.5$ in one fixed-point step.

From the same charge-free start, the largest errors relative to the final Newton iterate are:

| Step | Newton (V) | Fixed point (V) |
|---|---|---|
| 0 | 1.01 | 1.01 |
| 1 | $6.5\times10^{-2}$ | 74.3 |
| 2 | $2.3\times10^{-2}$ | 1.01 |
| 3 | $3.0\times10^{-3}$ | 74.3 |
| 4 | $5.8\times10^{-5}$ | 1.01 |
| 5 | $2.3\times10^{-8}$ | 74.3 |

The first Newton step is effective because at $\phi\approx1$ V the density is nearly $D\phi$. The tangent problem $C_{ox}(V_g-\phi)=D\phi$ gives $\phi=1/76.6=13$ mV in the far channel, already only about 23 mV from the answer. The larger error of 65 mV in the table occurs about 3 nm from the metal, where the potential is still rising. Once the error is below $2V_T=52$ mV the bound guarantees contraction. From step 3 to 4 it allows $1.8\times10^{-4}$ V, and the actual error is about a third of that.

The fixed-point cycle follows from the same numbers. At $\phi\approx1$ V the sheet is assigned charge $D\phi$, and the next potential is about $1-75.6=-74.6$ V; the finite channel gives $-74.3$ V. The sheet is then empty and the potential returns to 1 V.

Stable damping is possible but slow. The local limit is $\alpha=2/30.54=0.0655$. The globally safe choice $\alpha=2/(2+L)=0.026$ took 482 steps to reach $10^{-9}$ V, against 6 for Newton. A value near the local limit, $\alpha=0.06$, has no global guarantee but converged from the same start in about 220 steps.

Using 80% of $C_q$ shows what the exact derivative buys. From a uniform 10 mV error, with a final step below $10^{-11}$ V required, the full term took 5 steps and the reduced term 16. The measured error factor, 0.240, matches $0.2\times29.5/(1+0.8\times29.5)$. A distant start is worse. For a uniform channel starting at 1 V, the reduced Jacobian gives $\phi=1-75.6/61.5=-0.23$ V. There the sheet is almost empty, so the next step returns to 0.99 V, and the following one to $-0.23$ V. The uniform channel stays in this two-cycle, so an approximate Jacobian can recreate the failure. The 160 nm contact, started from its charge-free potential, does escape and converge, but only after about 80 steps.

Gate voltage changes the verdict. In a long channel the fixed-point map becomes stable when $C_q<C_{ox}$, or $s<1/75.6$. At equality $\phi=-111$ mV and $n/C_{ox}=26$ mV, so $V_g\approx-85$ mV. The finite channel gives $-83$ mV. With all else fixed, the map converged 30 mV below this value and failed 30 mV above it. A solver tried on a depleted channel alone would not reveal the problem.

## Resolving the contact

The grid must cover two lengths. Near the metal edge the barrier falls to half its height within about 1.4 nm: 1.37 nm on this grid, and 1.38 nm with half as many cells in each direction. The corner field is singular and convergence is slow: grids refined further at the corner give 1.36 nm, so the half-barrier distances quoted here carry about 0.01 nm of mesh error. The far tail is longer. Write a small deviation as $Y(y)e^{-\kappa x}$, so that $Y''=-\kappa^2Y$. With zero deviation at the gate, zero flux at the top and unit value on the sheet,
$$Y=\frac{\sin\kappa(y+t_{ox})}{\sin\kappa t_{ox}}\ (y<0),\qquad Y=\frac{\cos\kappa(t_{up}-y)}{\cos\kappa t_{up}}\ (y>0).$$
Their slopes at the sheet are $\kappa\cot\kappa t_{ox}$ and $\kappa\tan\kappa t_{up}$. The linearized Gauss law becomes
$$\varepsilon_{ox}\kappa\cot\kappa t_{ox}-\varepsilon_{up}\kappa\tan\kappa t_{up}+C_q=0 .$$
Its smallest root gives a tail length $1/\kappa=12.9$ nm, and the grid solution decays at that rate within 1%. For large $C_q$ and these equal thicknesses the length tends to $2t_{up}/\pi=12.7$ nm. In this model the tail is then set by the cap thickness, so a stronger sheet response does not shorten it much. This length depends on the no-flux condition at the top of the cap. With air above the cap the half-barrier distance is unchanged, but fringing fields lengthen the far tail. Between 70 and 100 nm the local decay length becomes 18 nm with 30 nm of air, and 33 to 46 nm with 180 nm of air, depending on the metal height. The deviation at 100 nm stays below 0.1 mV.

## Where the model and the guarantee stop

The parameters are rough values in the regime of monolayer MoS₂ with high-permittivity dielectrics. The channel oxide field, 0.51 MV/cm, is below the rough few MV/cm at which such oxides break down. The field is higher near the metal edge: about 1 MV/cm at a distance of 1 nm, and still growing toward the ideally sharp corner, where the model cannot be used to judge breakdown. The assumption of no traps is one that real devices break. A constant trap density of $10^{13}$ /(eV cm²), chosen here for illustration, adds 1.6 μF/cm², or 1.8 times $C_{ox}$. In a depleted channel it cuts $d\phi/dV_g$ from nearly 1 to $1/2.8=0.36$. It also makes the fixed-point map unstable in a long channel at every gate voltage. Its capacitance belongs in the Jacobian too; being constant, it leaves the Newton proof intact.

Other omissions, each sized with the remaining settings fixed:

- An in-plane sheet polarizability of 10 nm (thickness times relative permittivity) moves the half-barrier distance from 1.37 to 1.71 nm. It adds positive conductances between neighbouring sheet nodes, so the proof survives.
- Placing the charge 0.3 nm deeper, behind relative permittivity 4, lowers the far-channel density by 6.8%. If this low-permittivity layer also runs under the metal, it shortens the half-barrier distance by about 0.3 nm, so the contact region is more sensitive to it than the channel is.
- A wave-mechanical density in the computed potential, with a hard wall at the metal, moves the half-density point, 6.8 nm from the metal, outward by about 0.1 nm. At $k_BT$ above the far-channel band edge the barrier is 6.1 nm wide and the WKB transmission is about $4\times10^{-5}$. Tunnelling is not negligible for that reason. Higher up the barrier is thin, and the Boltzmann-weighted one-dimensional transmission peaks near 0.13 eV above $E_F$, where it is about 0.07; integrated over energy it exceeds emission over the barrier roughly 200-fold. No contact current is computed.
- At 77 K and 400 K the half-barrier distance is 1.21 and 1.50 nm. Newton takes 7 steps at each temperature with the $10^{-11}$ V criterion.

Exchange affects the Jacobian directly. At zero temperature the exchange energy at the Fermi wavevector $k_F=\sqrt{4\pi n/g}$ is, in ordinary units with mean permittivity $\bar\varepsilon$,
$$\mu_x=-\frac{e^2}{2\bar\varepsilon}\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}\frac1{|\mathbf k_F-\mathbf k'|}=-\frac{e^2k_F}{2\pi^2\bar\varepsilon}.$$
Polar coordinates centred on $\mathbf k_F$ turn the integral into $\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=4k_F$, divided by $4\pi^2$. The example gives $-26$ meV. As $\mu_x\propto\sqrt n$, its slope is $\mu_x/2n$, which would lower $1/C_q$ by 39%. This combines a zero-temperature slope with the 300 K value of $C_q$ and is only a guide to size. First-order exchange evaluated at 300 K gives $\mu_x=-16$ meV and lowers $1/C_q$ by 43%. At zero temperature the magnitude of this slope grows as $1/\sqrt n$ at low density, while $1/C_q=1/D$ stays constant, so the total can become negative. With these parameters, and without screening or correlation, that happens below about $5.1\times10^{12}$ /cm², close to the density of the example. Then $n(\phi)$ is no longer single-valued, and the proofs of uniqueness and of Newton convergence no longer apply.

Holes are negligible here but matter for ambipolar devices. The net charge $n-p$ still increases with $\phi$, so the energy remains convex, but $n-p$ itself is not convex and undamped global convergence is no longer assured. The Newton direction still lowers the energy, because its slope is $-F^TJ^{-1}F<0$. Halving the step until the energy falls sufficiently is a suitable safeguard, and full steps near the solution retain quadratic convergence. The full numerical output follows.

## Computed results

```
mass 0.5 m0, degeneracy 4, T 300 K, kT/e 25.85 mV
oxide 20 nm, eps 20; cap 20 nm, eps 10
barrier 0.3 eV, gate overdrive 1.0 V
metal overlap 60 nm, channel 160 nm
sheet nodes 200, free grid nodes 18379
smallest x step 0.036 nm
density of states 4.177e+14 /(eV cm2)
oxide capacitance 0.885 uF/cm2
far-channel quantum capacitance 27.01 uF/cm2
far-channel phi -10.09 mV, density 5.582e+12 /cm2
k | Newton error V | bound from previous V | fixed-point error V
0 | 1.01e+00 | - | 1.009e+00
1 | 6.45e-02 | 1.97e+01 | 7.432e+01
2 | 2.28e-02 | 8.05e-02 | 1.009e+00
3 | 3.04e-03 | 1.01e-02 | 7.432e+01
4 | 5.79e-05 | 1.79e-04 | 1.009e+00
5 | 2.27e-08 | 6.47e-08 | 7.432e+01
6 | 3.44e-15 | 9.93e-15 | 1.009e+00
Newton steps to 1e-9 V: 6
Newton steps from -5 V, +5 V, random: [8, 7, 7]
one-step error order: full Cq 1.995, 0.8 Cq 0.978
quadratic error constant 12.31 /V, bound 19.34 /V
steps from 10 mV off: full Cq 5, 0.8 Cq 16
0.8 Cq error factor: measured 0.2402, predicted 0.2398
rho 29.538, measured growth -29.538, max Cq/Cox 30.510
two-cycle at channel end: -74.333 V and 0.999 V
local damping limit 0.0655; safe damping used 0.0258
damped fixed-point steps to 1e-9 V: 482
fixed-point stability lost at gate overdrive -82.6 mV
tail length: grid 12.91 nm, mode equation 12.94 nm
half-barrier distance 1.368 nm; coarse mesh 1.380 nm
same with air above cap 1.369 nm
same with sheet polarizability 10 nm: 1.705 nm
half-density point: local 6.81 nm, wave 6.93 nm
barrier width kT above channel edge 6.10 nm, WKB 0.000
exchange potential at 0 K -25.6 meV
exchange change of inverse Cq -39 %
density change, 0.3 nm offset of eps 4: -6.8 %
higher valleys at 0.2 eV, weight 2: 0.114 % of density
hole density at metal edge, gap 1.8 eV: 6.8e-13 /cm2
oxide field: channel 0.505 MV/cm, under metal 0.650 MV/cm
mean in-plane field over first 1 nm 1.27 MV/cm
77 K: Newton steps 7, half-barrier 1.210 nm
400 K: Newton steps 7, half-barrier 1.502 nm
```
